# The Resolution-of-Identity RPA Correlation Energy from Sylvester's Determinant Identity: a numerical check

```python
"""
Result under test: the direct RPA correlation energy of a closed shell,
  E_c = (1/2 pi) int_0^inf { ln det[1 + Q(w)] - Tr Q(w) } dw,
  Q(w) = 4 B diag[gap/(gap^2 + w^2)] B^T,
where gap = virtual minus occupied orbital energy, and B (auxiliary functions
times particle-hole pairs) factorizes the integrals (ia|jb) = B^T B in the
Coulomb metric. The reference is the plasmon formula, half the sum of the RPA
frequencies minus half the trace of A, from diagonalization in pair space.
Hartree atomic units throughout. N_ov: number of pairs; N_aux: auxiliary size.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import cholesky, solve_triangular
from pyscf import ao2mo, df, dft, gto, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOND, SPACING = 2.5, 8.0          # bohr
AUX_BASIS = "def2-tzvp-ri"


def beh2_row(count):
    """Parallel linear BeH2 molecules, side by side."""
    atoms = []
    for k in range(count):
        x = SPACING * k
        atoms += [["Be", (x, 0, 0)], ["H", (x, 0, BOND)], ["H", (x, 0, -BOND)]]
    return gto.M(atom=atoms, unit="Bohr", basis="def2-tzvp", verbose=0)


def reference_data(mol):
    """PBE gaps, unfitted pair integrals, three-index integrals, metric."""
    mf = dft.RKS(mol)
    mf.xc = "pbe"
    mf.grids.level = 2
    mf.conv_tol = 1e-10
    mf.chkfile = None
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    c_occ, c_vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
    assert gaps.min() > 0
    eri = mol.intor("int2e", aosym="s8")
    k_exact = ao2mo.kernel(eri, (c_occ, c_vir, c_occ, c_vir), compact=False)
    k_exact = np.asarray(k_exact).reshape(gaps.size, gaps.size)
    aux = df.addons.make_auxmol(mol, AUX_BASIS)
    three = df.incore.aux_e2(mol, aux, "int3c2e", aosym="s1")
    three = np.einsum("mnP,mi,na->Pia", three, c_occ, c_vir, optimize=True)
    three = three.reshape(three.shape[0], -1)
    return gaps, k_exact, three, aux.intor("int2c2e"), aux


def fit_factor(three, metric):
    return solve_triangular(cholesky(metric, lower=True), three, lower=True)


def q_matrix(b, gaps, w):
    return 4 * (b * (gaps / (gaps**2 + w**2))) @ b.T


def log_det_one_plus(q):
    return 2 * np.sum(np.log(np.diag(cholesky(np.eye(len(q)) + q, lower=True))))


def frequency_grid(points):
    x, weight = np.polynomial.legendre.leggauss(points)
    return (1 + x) / (1 - x), 2 * weight / (1 - x) ** 2


def rpa_auxiliary(b, gaps, points=48):
    total = 0.0
    for w, weight in zip(*frequency_grid(points)):
        q = q_matrix(b, gaps, w)
        total += weight * (log_det_one_plus(q) - np.trace(q))
    return total / (2 * np.pi)


def singlet_frequencies(k, gaps):
    root = np.sqrt(gaps)
    m = np.diag(gaps**2) + 4 * root[:, None] * k * root[None, :]
    return np.sqrt(np.linalg.eigvalsh(m))


def rpa_singlet_plasmon(k, gaps):
    return 0.5 * (singlet_frequencies(k, gaps).sum() - gaps.sum()) - np.trace(k)


def rpa_spin_orbital(k, gaps):
    """Plasmon formula from the full non-symmetric spin-orbital RPA matrix."""
    coupling = np.kron(np.ones((2, 2)), k)
    a = np.diag(np.tile(gaps, 2)) + coupling
    values = np.linalg.eigvals(np.block([[a, coupling], [-coupling, -a]]))
    assert np.max(np.abs(values.imag)) < 1e-6
    positive = values.real[values.real > 0]
    assert positive.size == len(a)
    return 0.5 * (positive.sum() - np.trace(a))


# Sylvester's identity as a polynomial identity for rectangular matrices
left = sp.Matrix(3, 2, sp.symbols("x0:6"))
right = sp.Matrix(2, 3, sp.symbols("y0:6"))
difference = (sp.eye(3) + left * right).det() - (sp.eye(2) + right * left).det()
assert sp.expand(difference) == 0

# Frequency integral that turns a difference of frequencies into a logarithm
f_a, f_b = 1.3, 0.7
integral = quad(lambda w: np.log((w * w + f_a**2) / (w * w + f_b**2)), 0, np.inf)[0]
assert abs(integral / np.pi - (f_a - f_b)) < 1e-7

# One molecule
mol = beh2_row(1)
gaps, k_exact, three, metric, aux = reference_data(mol)
b = fit_factor(three, metric)
k_fit = b.T @ b
e_aux = rpa_auxiliary(b, gaps)
e_definition = rpa_spin_orbital(k_fit, gaps)
e_unfitted = rpa_singlet_plasmon(k_exact, gaps)
assert abs(e_aux - e_definition) < 1e-8
assert abs(rpa_singlet_plasmon(k_fit, gaps) - e_definition) < 1e-8
print("BeH2, PBE orbitals, def2-TZVP, all electrons")
print(f"Be-H distance: {BOND:.2f} bohr")
print(f"occupied orbitals: {mol.nelectron // 2}, basis functions: {mol.nao}")
print(f"N_ov: {gaps.size}, N_aux: {len(b)}")
print(f"smallest gap: {gaps.min():.5f} hartree")
print(f"largest gap: {gaps.max():.5f} hartree")
print(f"E_c auxiliary formula: {e_aux:.9f} hartree")
print(f"E_c auxiliary formula: {e_aux * HARTREE_EV:.5f} eV")
print(f"E_c spin-orbital RPA matrix: {e_definition:.9f} hartree")
print(f"E_c unfitted integrals: {e_unfitted:.9f} hartree")

# Both determinants at one frequency, and the RPA frequencies as a third road
w_test = 0.5
q = q_matrix(b, gaps, w_test)
half = np.sqrt(gaps / (gaps**2 + w_test**2))
p = 4 * half[:, None] * k_fit * half[None, :]
sign, log_pair = np.linalg.slogdet(np.eye(gaps.size) + p)
log_aux = log_det_one_plus(q)
omega = singlet_frequencies(k_fit, gaps)
log_modes = np.sum(np.log((omega**2 + w_test**2) / (gaps**2 + w_test**2)))
assert sign > 0 and abs(log_pair - log_aux) < 1e-9
assert abs(log_modes - log_aux) < 1e-9
assert abs(np.trace(p) - np.trace(q)) < 1e-9
print(f"at frequency {w_test:.2f} hartree:")
print(f"  ln det, pair space: {log_pair:.9f}")
print(f"  ln det, auxiliary space: {log_aux:.9f}")
print(f"  ln det from RPA frequencies: {log_modes:.9f}")
print(f"  trace of Q: {np.trace(q):.9f}")
print(f"  largest eigenvalue of Q: {np.linalg.eigvalsh(q)[-1]:.6f}")
print(f"  integrand: {log_aux - np.trace(q):.9f}")

# Quadrature convergence
for points in (6, 12, 24, 48):
    error = rpa_auxiliary(b, gaps, points) - e_definition
    print(f"quadrature error, {points} points: {error:.1e} hartree")

# Second-order term against the explicit double sum over pairs
second = 0.0
for w, weight in zip(*frequency_grid(48)):
    second -= weight * np.sum(q_matrix(b, gaps, w) ** 2) / (4 * np.pi)
second_sum = -2 * np.sum(k_fit**2 / (gaps[:, None] + gaps[None, :]))
assert abs(second - second_sum) < 1e-8
print(f"second-order term: {second_sum:.9f} hartree")
print(f"all higher orders: {e_aux - second_sum:.9f} hartree")

# Fitting error: positive residual, energy from above, monotone when nested
residual_min = np.linalg.eigvalsh(k_exact - k_fit)[0]
assert residual_min > -1e-8
assert e_aux - e_unfitted > -1e-8
ang = np.concatenate([
    np.full((2 * aux.bas_angular(s) + 1) * aux.bas_nctr(s), aux.bas_angular(s))
    for s in range(aux.nbas)])
assert ang.size == len(metric)
previous = 0.0
for l_max in range(ang.max() + 1):
    keep = np.flatnonzero(ang <= l_max)
    energy = rpa_auxiliary(fit_factor(three[keep], metric[np.ix_(keep, keep)]), gaps)
    assert energy <= previous + 1e-9 and energy - e_unfitted > -1e-8
    previous = energy
    print(f"fit l<={l_max}, N_aux {keep.size}: "
          f"error {1000 * (energy - e_unfitted):.4f} millihartree")

# Two molecules: the same comparison in a larger pair space
gaps2, k_exact2, three2, metric2, _ = reference_data(beh2_row(2))
b2 = fit_factor(three2, metric2)
e_aux2 = rpa_auxiliary(b2, gaps2)
e_pair2 = rpa_singlet_plasmon(b2.T @ b2, gaps2)
e_unfitted2 = rpa_singlet_plasmon(k_exact2, gaps2)
assert abs(e_aux2 - e_pair2) < 1e-8
assert e_aux2 - e_unfitted2 > -1e-8
print(f"two BeH2, spacing {SPACING:.1f} bohr: N_ov {gaps2.size}, N_aux {len(b2)}")
print(f"  E_c auxiliary formula: {e_aux2:.9f} hartree")
print(f"  E_c pair-space diagonalization: {e_pair2:.9f} hartree")
print(f"  fitting error: {1000 * (e_aux2 - e_unfitted2):.4f} millihartree")

# Dimensions of longer rows, read from the basis sets; leading multiplications
print("rows of n BeH2; leading multiplications per frequency:")
for count in (1, 2, 4, 8):
    row = beh2_row(count)
    n_occ = row.nelectron // 2
    n_ov = n_occ * (row.nao - n_occ)
    n_aux = df.addons.make_auxmol(row, AUX_BASIS).nao
    pair_cost = n_ov**3 / 3
    aux_cost = n_aux**2 * n_ov + n_aux**3 / 3
    print(f"  n={count}: N_ov {n_ov}, N_aux {n_aux}, "
          f"pair {pair_cost:.2e}, aux {aux_cost:.2e}")


class Counted:
    """A number that counts the multiplications and divisions executed."""
    __slots__ = ("value",)
    operations = 0

    def __init__(self, value):
        self.value = value

    def __mul__(self, other):
        Counted.operations += 1
        return Counted(self.value * other.value)

    def __truediv__(self, other):
        Counted.operations += 1
        return Counted(self.value / other.value)

    def __add__(self, other):
        return Counted(self.value + other.value)

    def __sub__(self, other):
        return Counted(self.value - other.value)


to_counted = np.vectorize(Counted, otypes=[object])


def eliminate_log_det(matrix):
    """Log-determinant by Gaussian elimination, with its operation count."""
    start = Counted.operations
    m = matrix.copy()
    for k in range(len(m) - 1):
        ratio = m[k + 1:, k] / m[k, k]
        m[k + 1:, k + 1:] = m[k + 1:, k + 1:] - ratio[:, None] * m[k, k + 1:][None, :]
    result = sum(np.log(m[k, k].value) for k in range(len(m)))
    return result, Counted.operations - start


def counted_routes(size):
    """Model: size occupied, 3*size virtual, 6*size auxiliary functions."""
    rng = np.random.default_rng(size)
    n_ov, n_aux = 3 * size**2, 6 * size
    factor = 0.1 * rng.standard_normal((n_aux, n_ov))
    gap = rng.uniform(0.5, 2.0, n_ov)
    weight = 4 * gap / (gap**2 + 0.25)
    c_factor, c_weight = to_counted(factor), to_counted(weight)
    start = Counted.operations
    q_counted = (c_factor * c_weight[None, :]).dot(c_factor.T)
    build = Counted.operations - start
    for k in range(n_aux):
        q_counted[k, k] = q_counted[k, k] + Counted(1.0)
    log_a, det_aux = eliminate_log_det(q_counted)
    scaled = factor * np.sqrt(weight)
    log_p, det_pair = eliminate_log_det(to_counted(np.eye(n_ov) + scaled.T @ scaled))
    assert abs(log_a - log_p) < 1e-8
    return np.array([build, det_aux, det_pair])


small, large = counted_routes(4), counted_routes(8)
exponents = np.log2(large / small)
assert np.all(np.abs(exponents - np.array([4, 3, 6])) < 0.1)
print("executed operations, model size 4 -> 8, exponent:")
for name, s, g, e in zip(("build Q", "det auxiliary", "det pair space"),
                         small, large, exponents):
    print(f"  {name}: {s} -> {g}, {e:.3f}")

print("all good")
```

Printed output:

```
BeH2, PBE orbitals, def2-TZVP, all electrons
Be-H distance: 2.50 bohr
occupied orbitals: 3, basis functions: 31
N_ov: 84, N_aux: 79
smallest gap: 0.21774 hartree
largest gap: 11.09891 hartree
E_c auxiliary formula: -0.184056000 hartree
E_c auxiliary formula: -5.00842 eV
E_c spin-orbital RPA matrix: -0.184056000 hartree
E_c unfitted integrals: -0.184321887 hartree
at frequency 0.50 hartree:
  ln det, pair space: 4.051999208
  ln det, auxiliary space: 4.051999208
  ln det from RPA frequencies: 4.051999208
  trace of Q: 4.586949940
  largest eigenvalue of Q: 0.514679
  integrand: -0.534950732
quadrature error, 6 points: 2.2e-03 hartree
quadrature error, 12 points: 1.7e-05 hartree
quadrature error, 24 points: -1.9e-09 hartree
quadrature error, 48 points: -1.9e-12 hartree
second-order term: -0.230514127 hartree
all higher orders: 0.046458127 hartree
fit l<=0, N_aux 17: error 103.4791 millihartree
fit l<=1, N_aux 47: error 4.2209 millihartree
fit l<=2, N_aux 72: error 0.3708 millihartree
fit l<=3, N_aux 79: error 0.2659 millihartree
two BeH2, spacing 8.0 bohr: N_ov 336, N_aux 158
  E_c auxiliary formula: -0.368904936 hartree
  E_c pair-space diagonalization: -0.368904936 hartree
  fitting error: 0.5297 millihartree
rows of n BeH2; leading multiplications per frequency:
  n=1: N_ov 84, N_aux 79, pair 1.98e+05, aux 6.89e+05
  n=2: N_ov 336, N_aux 158, pair 1.26e+07, aux 9.70e+06
  n=4: N_ov 1344, N_aux 316, pair 8.09e+08, aux 1.45e+08
  n=8: N_ov 5376, N_aux 632, pair 5.18e+10, aux 2.23e+09
executed operations, model size 4 -> 8, exponent:
  build Q: 28800 -> 451584, 3.971
  det auxiliary: 4600 -> 36848, 3.002
  det pair space: 36848 -> 2359232, 6.001
all good
```
